# The Furry distribution of electron avalanche sizes and its exponential limit

## Definitions and conventions

A single free electron is released at $x=0$ in a gas gap and drifts, opposite to the electric field vector, to the plane $x=d$. On the way it may ionize gas atoms or molecules; each ionization adds one electron, and the new electrons may ionize in turn. The avalanche size $n$ is the number of electrons arriving at $x=d$, the first one included, so $n-1$ ionizations have taken place.

The ionization coefficient $\alpha(x)$ is the probability of ionization per electron and per unit path in the drift direction. The basic model assumes that

- each electron ionizes with probability $\alpha(x)\,dx$ in $dx$, whatever its own past and whatever the other electrons do;
- no electron is lost, by attachment or otherwise;
- no secondary electrons are released by ions or photons, and the space charge of the avalanche does not change the field.

This is a pure-birth process. It is convenient to measure path by

$$s(x)=\int_0^x\alpha(x')\,dx' ,\qquad ds=\alpha\,dx .$$

In this variable every electron ionizes at unit rate, even in a non-uniform field. At the end of the gap $s$ has a definite value, and we write

$$N=e^{s}>1,\qquad h=\frac1N,\qquad q=1-h .$$

The result to be derived is

$$P_n=\frac1N\left(1-\frac1N\right)^{n-1},\qquad n=1,2,\dots \tag{1}$$

$N$ will turn out to be the mean size. The name Furry distribution is used both for the geometric law (1) and for its exponential limit at large $N$; here the two are called the geometric law and the exponential limit.

## First derivation: balance of avalanche sizes

Let $P_n(s)$ be the probability that $n$ electrons are present at $s$. In a short step $ds$, a group of $n$ electrons produces one ionization with probability $n\,ds$, up to terms of order $ds^2$; two or more ionizations have probability of order $ds^2$. Size $n$ is therefore reached from $n-1$ and left towards $n+1$:

$$P_n(s+ds)=P_n(s)(1-n\,ds)+P_{n-1}(s)(n-1)\,ds+O(ds^2).$$

Subtracting $P_n(s)$, dividing by $ds$ and letting $ds\to0$ gives

$$\frac{dP_n}{ds}=(n-1)P_{n-1}-nP_n,\qquad P_n(0)=\delta_{n1}. \tag{2}$$

For $n=1$ the gain term is absent, so $dP_1/ds=-P_1$ and $P_1=e^{-s}$. This is (1) for $n=1$.

For $n\ge2$, multiply (2) by $e^{ns}$ and move the loss term to the left:

$$\frac{d}{ds}\left(e^{ns}P_n\right)=(n-1)e^{ns}P_{n-1}.$$

Suppose that $P_{n-1}=e^{-s}(1-e^{-s})^{n-2}$ is already known. Writing $e^{ns}e^{-s}=e^{s}e^{(n-2)s}$ and taking the last factor into the bracket, we find

$$\frac{d}{ds}\left(e^{ns}P_n\right)=(n-1)e^{s}(e^{s}-1)^{n-2}
=\frac{d}{ds}(e^{s}-1)^{n-1}.$$

Both functions being differentiated vanish at $s=0$, so they are equal:

$$P_n=e^{-ns}(e^s-1)^{n-1}=e^{-s}(1-e^{-s})^{n-1}.$$

By induction this holds for every $n\ge1$, and with $e^{-s}=1/N$ it is (1). The probabilities add up to $(1/N)/(1-q)=1$.

## Second derivation: the first ionization

Now follow the first electron to its first ionization. Define the generating function

$$G(z,s)=\sum_{n\ge1}P_n(s)z^n,\qquad 0<z\le1 .$$

The first ionization occurs between $t$ and $t+dt$, in units of $s$, with probability $e^{-t}dt$. Two electrons then start independent avalanches over the remaining path $s-t$. The size is the sum of two independent sizes, and the generating function of such a sum is the product of the two generating functions. With probability $e^{-s}$ there is no ionization and $n=1$. Hence

$$G(z,s)=ze^{-s}+\int_0^s e^{-t}\,G(z,s-t)^2\,dt .$$

Put $v=s-t$, so that $e^{-t}=e^{-s}e^{v}$:

$$G(z,s)=e^{-s}\left[z+\int_0^s e^{v}G(z,v)^2\,dv\right].$$

Differentiating the prefactor gives $-G$; differentiating the integral gives $e^{-s}e^{s}G^2=G^2$. Thus

$$\frac{\partial G}{\partial s}=G^2-G,\qquad G(z,0)=z. \tag{3}$$

The equation becomes linear for $H=1/G$:

$$\frac{\partial H}{\partial s}=-\frac{1}{G^2}(G^2-G)=H-1 .$$

So $H-1$ grows as $e^s=N$ from its initial value $1/z-1$, and

$$G=\frac{1}{1+N(1-z)/z}=\frac{z}{z+(1-z)N}. \tag{4}$$

The denominator is $N-(N-1)z=N(1-qz)$. Since $0<qz<1$, the geometric series applies:

$$G=\frac{z}{N}\sum_{k=0}^{\infty}(qz)^k=\sum_{n=1}^{\infty}\frac{q^{n-1}}{N}z^n .$$

The coefficient of $z^n$ is again (1).

## What each derivation assumes

The first derivation needs the present number of electrons to determine the probability of the next ionization. It does not need the electrons to be independent. If the total rate were some function $r_n$ instead of $n$, as in a rough model where a large avalanche weakens its own field by an amount set by $n$ alone, equation (2) would become

$$\frac{dP_n}{ds}=r_{n-1}P_{n-1}-r_nP_n ,$$

with a different solution. The method fails when $n$ is not enough information, as when an electron that has just ionized must first regain energy.

The second derivation needs the two electrons present after an ionization to start independent and statistically identical avalanches. A rate per electron that depends on $n$ destroys this property. Loss of memory along the path, however, enters only through the waiting density $e^{-t}$. In a uniform field this can be replaced by another density. In a non-uniform field a free path with memory generally depends also on where it starts, so that $s-t$ alone no longer describes the remaining avalanche. The two routes coincide for the basic model and extend it in different directions.

## Mean, variance and the origin of the spread

With $D=N-(N-1)z$, equation (4) reads $G=z/D$, and

$$\frac{\partial G}{\partial z}=\frac{D+(N-1)z}{D^2}=\frac{N}{D^2},\qquad
\frac{\partial^2G}{\partial z^2}=\frac{2N(N-1)}{D^3}.$$

At $z=1$, $D=1$. The first derivative is the mean $\langle n\rangle=N$, and the second is $\langle n(n-1)\rangle=2N(N-1)$. Therefore

$$\operatorname{Var}n=2N(N-1)+N-N^2=N(N-1),\qquad
\frac{\operatorname{Var}n}{N^2}=1-e^{-s}.$$

The relative spread does not average out in a large avalanche, because most of it arises early. To see this, divide the path into $s=s_1+s_2$. Given $n_1$ electrons after $s_1$, the final size has mean $n_1e^{s_2}$ and variance $n_1e^{s_2}(e^{s_2}-1)$. Adding the variance of the conditional mean to the mean of the conditional variance, and dividing by $e^{2(s_1+s_2)}$, gives

$$\frac{\operatorname{Var}n}{N^2}=(1-e^{-s_1})+e^{-s_1}(1-e^{-s_2}).$$

The first term is inherited from the first part of the path. For $s_1=\ln10$, when the mean is ten electrons, it is already 0.9. Later ionizations multiply this early difference without removing it.

## The exponential limit and its error

Summing (1) over $n>m$ gives, for integer $m\ge0$,

$$P(n>m)=\frac{q^m}{N}\,\frac{1}{1-q}=q^m. \tag{5}$$

Consider the scaled size $n/N$. For $m/N\le y<(m+1)/N$ its cumulative distribution is $1-q^m$, while that of a unit exponential variable is $1-e^{-y}$. Set $r=e^{-h}$, which exceeds $q=1-h$. Over this interval $e^{-y}$ falls from $r^m$ towards $r^{m+1}$, so two differences must be bounded.

Where the exponential cumulative distribution is the larger one, the difference is below

$$q^m-r^{m+1}\le r^m-r^{m+1}=r^m(1-r)\le1-r .$$

For $m=0$ the value $1-r$ is approached just before the first jump.

Where the geometric one is larger, the difference is at most $r^m-q^m$. This is zero for $m=0$. For $m\ge1$, factor the difference of powers and use $q<r$:

$$r^m-q^m=(r-q)\sum_{j=0}^{m-1}r^{m-1-j}q^j\le m\,r^{m-1}(r-q).$$

Here $r-q=e^{-h}-1+h\le h^2/2$. Also $m r^{m-1}=e^{h}me^{-mh}\le e^{h-1}/h\le1/h$, because $me^{-mh}$ has its maximum $1/(eh)$ at $m=1/h$ and $h<1$. The difference is thus at most $h/2$. Since $1-r\ge h-h^2/2\ge h/2$, it cannot exceed $1-r$. The least upper bound of the difference is therefore

$$\sup_y\left|P(n/N\le y)-(1-e^{-y})\right|=1-e^{-1/N}. \tag{6}$$

It tends to zero as $N\to\infty$, which proves the exponential limit.

For individual sizes the corresponding approximation is $P_n\approx e^{-n/N}/N$. The logarithm of the ratio of the two sides is

$$\ln\left(NP_ne^{n/N}\right)=(n-1)\ln(1-h)+nh
=\frac1N-\frac{n-1}{2N^2}-\dots \tag{7}$$

The relative error is small when $N\gg1$ and $n\ll N^2$. At $n=N^2$ the ratio tends to $e^{-1/2}$ for large $N$, but by (5) sizes that large have a probability of order $e^{-N}$. The failure concerns the relative error in a remote tail, not the cumulative distribution.

## When ionization has memory

After an ionization the electrons are slow and need some distance to regain the ionization energy. A simple model in a uniform field lets each electron, after its release or after an ionization, travel a dead distance $\delta$ and then ionize at constant rate $a$ per unit length. Both electrons leaving an ionization start afresh. The density of the free path is $f(t)=ae^{-a(t-\delta)}$ for $t>\delta$ and zero otherwise, with transform

$$\varphi(k)=\int_0^\infty e^{-kt}f(t)\,dt=\frac{a\,e^{-k\delta}}{a+k}.$$

Let $S(x)$ be the probability of no ionization up to $x$. Conditioning on the first ionization, as in the second derivation, gives the mean $m(x)$:

$$m(x)=S(x)+2\int_0^xf(t)\,m(x-t)\,dt .$$

Choose $\lambda$ so that $2\varphi(\lambda)=1$, and multiply the equation by $e^{-\lambda x}$. The kernel $2f(t)e^{-\lambda t}$ is then a probability density. By the renewal theorem, $m(x)e^{-\lambda x}$ tends to the integral of the source $e^{-\lambda x}S(x)$ divided by the mean of that density. Integration by parts gives $[1-\varphi(\lambda)]/\lambda=1/(2\lambda)$ for the first. The second is $-2\varphi'(\lambda)=-\varphi'(\lambda)/\varphi(\lambda)=\delta+1/(a+\lambda)$. So

$$m(x)\simeq c\,e^{\lambda x},\qquad c=\frac{1}{2\lambda\,[\delta+1/(a+\lambda)]}.$$

With $u=e^{-\lambda\delta}$, the condition $2au=a+\lambda$ gives $a=\lambda/(2u-1)$, which requires $u>1/2$.

For two independent avalanches, $\langle(n_1+n_2)^2\rangle=2M+2m^2$, where $M$ is the second moment of one. Hence

$$M(x)=S(x)+\int_0^xf(t)\left[2M(x-t)+2m(x-t)^2\right]dt .$$

Multiply by $e^{-2\lambda x}$ and write $\varphi_2=\varphi(2\lambda)$. Because $2\varphi_2<2\varphi(\lambda)=1$, the scaled moment $Me^{-2\lambda x}$ stays bounded and converges to the solution $K$ of $K=\varphi_2(2K+2c^2)$, that is, $K/c^2=2\varphi_2/(1-2\varphi_2)$. Subtracting 1 gives the relative variance $(4\varphi_2-1)/(1-2\varphi_2)$. Since $2\lambda/a=4u-2$,

$$\varphi_2=\frac{u^2}{1+2\lambda/a}=\frac{u^2}{4u-1},$$

and multiplying numerator and denominator by $4u-1$ yields

$$\frac{\operatorname{Var}n}{m^2}\to\frac{(2u-1)^2}{4u-1-2u^2}=\frac{(2u-1)^2}{1-2(1-u)^2}. \tag{8}$$

At $\delta=0$ this is 1, as for the exponential limit. For small $\lambda\delta$ it is $1-4\lambda\delta$ to first order. As $u\to1/2$ it tends to zero: $a$ becomes infinite and every electron doubles after each distance $\delta$. Near this end the long-gap limit is approached slowly and with oscillation in $x$. For $u=0.52$ and $\lambda x\approx10$ the relative variance still swings between about 0.0002 and 0.010 around the limit 0.003, and the mean departs from $c\,e^{\lambda x}$ by about 10%. For all $1/2<u<1$ it lies below 1, because with $w=1-u$ the inequality $(1-2w)^2<1-2w^2$ reduces to $w<2/3$. A large mean alone thus does not produce the exponential law. In this model the absence of memory is needed as well.

## Worked example

Take round model parameters, $\alpha=1\ \mathrm{mm^{-1}}$ and $d=10\ \mathrm{mm}$. Then $s=10$ and $N=e^{10}\approx22026$ electrons. If each ionization leads on average to $\gamma$ secondary electrons at the cathode, neglecting them requires $\gamma(N-1)\ll1$, here $\gamma\ll4.5\times10^{-5}$; otherwise the numbers below describe only the first generation of avalanches. The standard deviation $\sqrt{N(N-1)}$ is also about 22026 electrons. The median is the smallest $m$ with $q^m\le1/2$, namely 15268, close to $N\ln2$. The probability that the seed does not ionize is $1/N=4.54\times10^{-5}$, and (6) gives nearly the same number for the largest cumulative difference from the exponential.

Suppose a detector counts avalanches of more than 100000 electrons. This is a counting threshold, not a criterion for a streamer or for breakdown. From (5),

$$p=q^{100000}\approx e^{-100000/22026}\approx0.0107 .$$

The geometric and exponential values, 0.0106724 and 0.0106735, differ by about one part in $10^4$. An avalanche of more than 4.5 times the mean is thus roughly a one-in-a-hundred event. Among $M$ independent seeds at least one exceeds the threshold with probability $1-(1-p)^M$. For 95% this requires

$$M\ge\frac{\ln0.05}{\ln(1-p)},$$

so 280 seeds are needed, and they give 95.04%.

A short avalanche shows the opposite regime. For $\alpha(x)=4\exp[-1/(1-0.5x)]\ \mathrm{mm^{-1}}$, with $x$ in mm, and a gap of 1.5 mm, $s=1.182$ and $N=3.26$. Numerical integration of (2) reproduces (1), with $P_1=0.307$ and $P_2=0.213$. The largest cumulative difference is 0.264, so the exponential is a poor description although the geometric law holds.

For the dead-distance model take $\lambda=1\ \mathrm{mm^{-1}}$ and $\delta=0.2\ \mathrm{mm}$. Then

$$a=\frac{1}{2e^{-0.2}-1}\approx1.569\ \mathrm{mm^{-1}},\qquad
c=\frac{1}{2(0.2+1/2.569)}\approx0.848,$$

and (8) gives a relative variance of 0.435. A direct simulation of 20000 avalanches over 5.5 mm gives 0.429, with a mean of 207.3 electrons against the predicted 207.6. The equations for $m(x)$ and $M(x)$, solved at 5.5 mm, give 0.433. The finite gap thus shifts the value by about 0.002, less than the standard error of about 0.005 for a sample of this size. Without memory, a simulation over 5 mm gives 0.997 against $1-1/N=0.993$.

Small avalanches also become rarer: 2.1% lie below one tenth of the mean, compared with 9.2% in the memoryless simulation over 5 mm; the geometric law with the same mean, 207.6, also gives 9.2%. For the smallest size, $n=1$, the reason is explicit. Its probability is $e^{-a(x-\delta)}$, which falls faster with gap length than $e^{-\lambda x}$ because $a>\lambda$. The remaining comparisons are in the numerical output below.

## Numbers as computed

```
NON-UNIFORM FIELD, gap 1.5 mm
integral of alpha = 1.18157
mean from integral = 3.25948
mean from balance equations = 3.25948
variance from balance equations = 7.36473
N(N-1) = 7.36473
P(1): numerical 0.306797, formula 0.306797
P(2): numerical 0.212673, formula 0.212673
P(5): numerical 0.070842, formula 0.070842
largest cdf difference = 0.26420
WORKED EXAMPLE
alpha = 1.0 1/mm, gap = 10.0 mm
mean size N = 22026.47 electrons
standard deviation = 22025.97 electrons
median = 15268 electrons
N ln 2 = 15267.58 electrons
probability of no ionization = 4.5400e-05
largest cdf difference = 4.5399e-05
threshold = 100000 electrons
P(n > threshold), geometric = 0.0106724
P(n > threshold), exponential = 0.0106735
seeds for 95% chance of one above = 280
chance with that many seeds = 0.95043
geometric/exponential at n = N^2: 0.60655
SIMULATION, no memory, 20000 avalanches, gap 5.0 mm
mean: simulated 149.71, formula 148.41
relative variance: simulated 0.9974, formula 0.9933
P(n > 296): simulated 0.1371, formula 0.1352
one of 20 seeds above 593: simulated 0.316, formula 0.307
fraction below 0.1 mean = 0.0916
SIMULATION, dead distance
growth rate = 1.0 1/mm, dead distance = 0.2 mm
ionization rate after dead distance = 1.56872 1/mm
prefactor of the mean = 0.84847
gap 4.5 mm: mean simulated 75.96, formula 76.38
gap 5.5 mm: mean simulated 207.28, formula 207.61
relative variance, gap 5.5 mm: simulated 0.4286
relative variance, long-gap formula: 0.4349
fraction below 0.1 mean = 0.0209
```
